# Dislocations Required by the Curvature of a Bent Metal Foil

## Problem

A nickel foil 50 µm thick is bent about one axis until its mid-plane has a radius of 1 mm, as might happen when a part is formed before an oxidation anneal. The Burgers vector has length $b=0.25$ nm.

(a) Estimate from the curvature of the lattice how many dislocations per square metre the bend requires.

(b) State what must be true of the lattice and the slip for this number to be required, and find how it changes for inclined slip and for a partly elastic foil.

(c) Compare it with the dislocations that the strain itself may leave behind, and find what boundaries the required dislocations can form on annealing.

For the estimates in (b) and (c), take a yield strain $e_y=0.001$ and a slip distance $L=10$ µm. Both are rough values.

## Solution

### (a) Counting the lattice repeats

Let $R$ be the mid-plane radius, $t$ the thickness and $y$ the height above the mid-plane, positive on the outer side. The foil is taken as a single crystal whose lattice turns with it. Elastic strain is neglected for now, so that the lattice keeps its natural spacing everywhere.

Consider a piece that subtends an angle $\theta$ at the centre of the bend. Its layer at height $y$ is an arc of length $(R+y)\theta$. Along this arc the lattice repeats at intervals $b$, so the number of repeats is

$$N(y)=\frac{(R+y)\theta}{b}.$$

From the inner surface, $y=-t/2$, to the outer one, $y=+t/2$, this number rises by

$$\Delta N=\frac{(R+t/2)\theta-(R-t/2)\theta}{b}=\frac{t\theta}{b}.$$

Each added repeat is a slab of crystal that begins inside the foil. The edge of such a slab is an edge dislocation, with its line along the bend axis and its Burgers vector along the foil. The piece has the cross-sectional area

$$A=\int_{-t/2}^{t/2}(R+y)\theta\,dy=R\theta t,$$

because the term in $y$ integrates to zero. The number of lines per unit area is therefore

$$\rho=\frac{\Delta N}{A}=\frac{t\theta/b}{R\theta t}=\frac{1}{Rb}.$$

Angle and thickness cancel. With the given numbers,

$$\rho=\frac{1}{(10^{-3}\ \text{m})(0.25\times10^{-9}\ \text{m})}=4\times10^{12}\ \text{m}^{-2}=4\times10^{8}\ \text{cm}^{-2}.$$

For example, a piece with $\theta=0.5$ rad has $\Delta N=(50\times10^{-6})(0.5)/(0.25\times10^{-9})=100\,000$ lines. The typical distance between lines is $1/\sqrt\rho=500$ nm, or 2000 Burgers vectors. The bend thus needs many dislocations, yet they lie far apart on the atomic scale.

This is a net density: lines of opposite sign cancel in it. The lines left over after this cancellation are called geometrically necessary.

**A check by Burgers circuit.** Let $r$ be the distance from the bend centre. The unit vector $\mathbf e_\theta$ follows the lattice rows along the foil, and $\mathbf e_r$ follows those across it. Adding up the steps of a closed loop along these turning directions gives the total Burgers vector enclosed. By Stokes' theorem its component along the foil is

$$B_\parallel=\oint\mathbf e_\theta\cdot d\mathbf l=\iint\frac1r\frac{\partial(r\cdot1)}{\partial r}\,dA=\iint\frac{dA}{r}.$$

The component across the foil vanishes, since $\mathbf e_r=\nabla r$ is a gradient. The local density is thus $1/(rb)$. It runs from $4.10\times10^{12}$ m$^{-2}$ at the inner surface to $3.90\times10^{12}$ m$^{-2}$ at the outer one, within 3 percent of the mid-plane value.

### (b) When the number is required

**The lattice must turn with the foil.** The shape alone does not fix the density. For this argument only, let $y$ point towards the centre of the bend. Take a short, gently curved piece with the displacement $u_y=x^2/(2R)$, where $x$ runs along the foil. Its one non-zero displacement gradient is $\partial u_y/\partial x=x/R$. Write $\beta_{ij}$ for the part of $\partial u_i/\partial x_j$ produced by slip. The net Burgers vector per unit area is, up to an overall sign convention,

$$B_i=\frac{\partial\beta_{iy}}{\partial x}-\frac{\partial\beta_{ix}}{\partial y}.$$

1. Suppose the lattice turns by the local slope $x/R$. This rotation contributes $x/R$ to $\partial u_y/\partial x$ and $-x/R$ to $\partial u_x/\partial y$. The total of the latter is zero, so slip must supply $\beta_{xy}=+x/R$. This is glide on planes parallel to the foil, like the pages of a bent book. It gives $B_x=1/R$, and dividing by $b$ returns $\rho=1/(Rb)$.

2. Suppose instead that the lattice does not turn. Slip then supplies the whole gradient, $\beta_{yx}=x/R$. This is glide on planes standing across the foil, like a pack of cards pushed into a curved outline. Now $B_y=-\partial\beta_{yx}/\partial y=0$, and no net dislocations are needed.

The word "requires" therefore refers to curvature of the lattice.

**Inclined slip costs more lines.** Let family $i$ have density $\rho_i$ and a Burgers vector at angle $\phi_i$ to the foil. The curvature demands

$$\sum_i\rho_i b\cos\phi_i=\frac1R .$$

Since $\cos\phi_i\le1$, the left side is at most $b\sum_i\rho_i$, and so $\sum_i\rho_i\ge1/(Rb)$. The value in (a) is the smallest that can supply a lattice curvature $1/R$ without elastic strain. Two equal families at $+\phi$ and $-\phi$ cancel across the foil and need

$$\rho=\frac{1}{Rb\cos\phi}.$$

At 45° the factor is 1.41 and the density is $5.7\times10^{12}$ m$^{-2}$. This two-family picture is a plane idealisation. Nickel slips on {111} planes along ⟨110⟩ directions, and no two of its twelve slip systems have pure edge lines along a common direction, so a real crystal uses lines of mixed character. The factor then depends on orientation. It is 1.41 with [001] along the foil and [110] along the bend axis. With [100] along the foil and [001] along the bend axis it is at least 1.73, or 2 when glide supplies the lines.

**An elastic core needs none.** The bending strain at height $y$ is the extra length of the arc over its mid-plane length, $y\theta/(R\theta)=y/R$. Up to the yield strain $e_y$ it can be carried by stretching the lattice. Let the foil not harden. Then the plastic strain is zero for $|y|<c=e_yR$, and outside this core its size is $|y|/R-e_y$.

A layer of initial length $\ell$ with plastic strain $e_p$ holds $\ell(1+e_p)/b$ repeats. Between $y$ and $y+dy$ this number rises by $\ell\,de_p/b$, within an area $\ell\,dy$. The local density is therefore $(1/b)\,de_p/dy$, and its average over the thickness is

$$\bar\rho=\frac{e_p(t/2)-e_p(-t/2)}{bt}=\frac{2}{bt}\left(\frac{t}{2R}-e_y\right)=\frac{1}{Rb}\left(1-\frac{2e_yR}{t}\right).$$

The core is $2e_yR=2$ µm thick, 4 percent of this foil, and the average falls to $3.84\times10^{12}$ m$^{-2}$. At the same radius and yield strain, a foil thinner than 2 µm bends elastically and requires no dislocations. The cancellation of thickness in (a) thus holds for $t\gg2e_yR$.

**The radius is the one under load.** On release the foil springs back until its bending moment vanishes. With $h=t/2$ and Young's modulus $E$, the moment per unit width under load is

$$M=2E\left[\int_0^c\frac{y^2}{R}\,dy+\int_c^h e_y\,y\,dy\right]
=2Ee_y\left[\frac{c^2}{3}+\frac{h^2-c^2}{2}\right]
=Ee_y\left(h^2-\frac{c^2}{3}\right),$$

where $c/R=e_y$ was used in the first integral. An elastic loss of curvature $\Delta\kappa$ removes the moment $E\Delta\kappa\int_{-h}^{h}y^2dy=\tfrac23Eh^3\Delta\kappa$. Equating the two gives

$$\Delta\kappa=\frac{3e_y}{2h}\left(1-\frac{c^2}{3h^2}\right)=60\ \text{m}^{-1}.$$

The curvature under load is 1000 m$^{-1}$, so the released radius is $1/(940\ \text{m}^{-1})=1.06$ mm. In this model the release is elastic and leaves the dislocations in place. The formula treats each layer as stressed along the foil only. A wide foil bends in plane strain. With von Mises yield and Poisson's ratio 0.31 this raises $\Delta\kappa$ by about $(2/\sqrt3)(1-\nu^2)=1.04$, to 63 m$^{-1}$, and the released radius to 1.07 mm, while the core and the mean density hardly change.

| Case, at $R=1$ mm under load | Net density ($10^{12}$ m$^{-2}$) |
|---|---:|
| Burgers vector along foil, no elastic strain | 4.0 |
| Two slip families at ±45°, no elastic strain | 5.7 |
| Burgers vector along foil, elastic core, $t=50$ µm | 3.8 |
| Foil thinner than 2 µm | 0 |
| Lattice does not turn | 0 |

For the two families, the entry counts all their lines. Lines with their Burgers vector along the foil glide parallel to it, and such glide cannot stretch the outer layers. The entry of 3.8 is therefore the net content along the foil. If two families at ±45° supply it by glide, they need $5.4\times10^{12}$ m$^{-2}$ in all.

### (c) Stored dislocations and boundaries

**Lines left by the strain.** When one line glides a distance $L$ in a block of length $X$ and height $H$, it offsets a fraction $L/X$ of the block by $b$. The mean shear is $(b/H)(L/X)$. With $n$ lines and $\rho_s=n/(XH)$, the shear is $\rho_sbL$. The mean size of the bending strain is

$$\frac{2}{t}\int_0^{t/2}\frac yR\,dy=\frac{t}{4R}=0.0125 .$$

Slip on planes at an angle $\phi$ to the foil turns a small shear $\gamma$ into a strain $\tfrac12\gamma\sin2\phi$ along it, so the shear must be at least twice the strain. Simply setting the two equal gives a low estimate,

$$\rho_s\approx\frac{t}{4RbL}=\frac{0.0125}{(0.25\times10^{-9}\ \text{m})(10^{-5}\ \text{m})}=5\times10^{12}\ \text{m}^{-2}.$$

This is 1.25 times the value in (a). With slip at 45° the factor of two raises it to $10^{13}$ m$^{-2}$. That is 2.5 times the value in (a), but 1.8 times the $5.7\times10^{12}$ m$^{-2}$ that slip at 45° itself requires. Less favourable crystal orientations raise it further; for nickel with [100] along the foil and [001] along the bend axis the factor is 2.45 instead of 2. Only the plastic part of the strain is carried by slip; its mean, $(h-c)^2/(Rt)=0.0115$, would lower these densities by 8 percent. The estimate assumes that every line that moved stays in the metal. It leaves out any line of opposite sign that stays behind where a glide path begins, which would raise the count. It counts both signs and may include some of the required lines, so the two numbers should not simply be added. It shows that the total density exceeds the required one when the slip distance is short. The required lines at ±45°, gliding in from the surfaces, travel on average $(t/4)/\sin45^\circ=17.7$ µm and then carry the whole strain, since $\tfrac12(1.41/R)(17.7\ \mu\text{m})=0.0125$. For slip at 45° the estimate therefore has meaning only for $L$ below about 18 µm. Unlike $1/(Rb)$, it grows with thickness when $R$ and $L$ are held fixed.

**Tilt walls.** If annealing lets the required lines move, they can gather into walls across the foil, with the lattice between walls nearly straight. Let the lines in a wall have their Burgers vectors along the foil and be a distance $s$ apart. A height $H$ of wall holds $H/s$ lines, which insert an extra length $Hb/s$ at its top. The wedge so formed has the small angle

$$\theta_w=\frac{Hb/s}{H}=\frac bs .$$

To follow the bend, walls must stand a distance $D=R\theta_w$ apart. The density is unchanged, since $1/(Ds)=1/(R\theta_w\cdot b/\theta_w)=1/(Rb)$. For walls of 1°, or 0.01745 rad, $D=17.5$ µm and $s=14.3$ nm. Each wall then holds about 3500 lines. The spacing $D$ is for a foil held at $R=1$ mm while it anneals. If the foil is released first, walls of 1° stand about 4 to 6 percent farther apart. The released foil still holds $3.84\times10^{12}$ m$^{-2}$. If all these lines are kept, the stress-free curvature is $\bar\rho b=960$ m$^{-1}$, which gives 4 percent. If the radius stays near 1.06 mm while the residual stress relaxes, about 2 percent of the net content is lost and the figure is 6 percent.

Dislocation cores can be fast paths for diffusion, so such walls may matter in oxidation, mainly at temperatures low enough for diffusion through the rest of the crystal to be slow. Here, however, the lines run along the bend axis, parallel to the surface. In this ideal arrangement no core leads straight from the surface into the depth of the foil. A density of $4\times10^{12}$ m$^{-2}$ should therefore not be read as that many channels per square metre of surface.

### The real foil

The Burgers vector suits nickel. The yield strain of 0.001 is rough: soft annealed nickel yields at less, and cold-rolled nickel at more. In the model without hardening, doubling it would double the core to 8 percent of the thickness, a small change in the density, but it would also double the springback to 120 m$^{-1}$ and raise the released radius to 1.14 mm. Real nickel hardens as it bends, so the elastic correction to the mean density then depends on the elastic strain reached at the surfaces, not on the first yield alone. The slip distance is much less certain, and $\rho_s$ varies as its inverse until it falls to the required density, below which the total cannot go.

The single crystal is a strong assumption, since commercial foil usually consists of many grains. In a foil with grains smaller than its thickness, neighbouring grains deform differently and may need further dislocations near their boundaries, which this model does not size. The history of the foil matters too. Heavily cold-rolled metal may already hold roughly $10^{14}$ m$^{-2}$ or more, and the bend may then change the total little. Where the lattice turns with the foil, the curvature estimate gives the net content added by bending; it does not predict the total density. The numerical output below lists the values used.

## Numbers as computed

```
INPUTS (rough values for a nickel foil)
bend radius under load: 1.00 mm
Burgers vector: 0.25 nm
foil thickness: 50 um
yield strain: 0.0010
slip distance: 10 um
NECESSARY DISLOCATIONS
lattice curvature: 1000 per m
density 1/(R b): 4.000e+12 per m^2
same density: 4.000e+08 per cm^2
bend angle used in plane count: 0.50 rad
extra planes counted: 100000
density from plane count: 4.0000e+12 per m^2
density from Burgers circuit: 4.0002e+12 per m^2
mean line spacing 1/sqrt(rho): 500 nm
lines per mm of foil length: 2.000e+05
density at inner surface: 4.103e+12 per m^2
density at outer surface: 3.902e+12 per m^2
NEGLECTED EFFECTS
slip inclination: 45 degrees
inclined slip factor: 1.414
density with inclined slip: 5.657e+12 per m^2
elastic core thickness: 2.00 um
core share of thickness: 4.0 percent
mean density with elastic core: 3.840e+12 per m^2
curvature lost on release: 60.0 per m
radius after release: 1.064 mm
strain at outer surface: 2.50 percent
mean size of bending strain: 1.25 percent
stored density, rough: 5.00e+12 per m^2
stored over necessary density: 1.25
TILT WALLS AFTER ANNEALING
wall misorientation: 1.0 degree
distance between walls: 17.45 um
line spacing in a wall: 14.32 nm
lines in one wall: 3491
summed wall rotation over b/spacing: 0.99999
```
